# Magnetic Orbitals from the Alpha–Beta Overlap of a Broken-Symmetry Determinant

The magnetic orbitals of a broken-symmetry determinant are the pairs of occupied alpha and beta orbitals that match each other worst in space. They are found from a singular-value decomposition of the overlap between the two occupied sets. A pair with singular value $s$ contributes the natural occupations

$$n_+=1+s,\qquad n_-=1-s .$$

A value of $s$ near 1 describes an ordinary closed-shell pair, with occupations near 2 and 0. A value near 0 describes two electrons of opposite spin in nearly separate orbitals, with occupations near 1 and 1. The occupations follow rigorously for a single determinant. The word "magnetic" is an interpretation, and it also needs a clear gap in the singular values and orbitals localized on different centres.

## What goes wrong with the frontier orbitals

Consider a molecular precursor whose bond is being pulled apart into two radicals. An unrestricted calculation gives one set of occupied orbitals for alpha spin and another for beta spin. The obvious scheme takes the highest occupied orbital of each set as the magnetic pair.

This scheme relies on something the determinant does not contain. Let the columns of $C_\alpha$ hold the $N_\alpha$ occupied alpha orbitals. Replacing $C_\alpha$ by $C_\alpha W$, with $W$ unitary, multiplies the determinant by $\det W$, which is a phase. Every expectation value is unchanged, but the individual orbitals are not. The canonical orbitals are one choice among these, selected by orbital energy and not by spin coupling.

Two electron pairs show the possible damage. Suppose the true pairs have overlaps 1 and $s$, so that the alpha–beta overlap matrix is $\mathrm{diag}(1,s)$. Rotate both occupied sets by 45 degrees:

$$\frac12\begin{pmatrix}1&1\\-1&1\end{pmatrix}
\begin{pmatrix}1&0\\0&s\end{pmatrix}
\begin{pmatrix}1&-1\\1&1\end{pmatrix}
=\frac12\begin{pmatrix}1+s&s-1\\s-1&1+s\end{pmatrix}.$$

For $s=0.2$ both diagonal overlaps are now 0.6. One closed-shell pair and one magnetic pair look like two half-coupled pairs, although the determinant is the same. Searching for the smallest matrix element is no better, because an off-diagonal element can vanish between orbitals that have nothing to do with magnetism.

The scheme must therefore use a quantity that survives separate rotations of the two sets. The singular values of the overlap matrix have this property.

## Pairing the two occupied sets

Take $N_\alpha\ge N_\beta$, and let $S$ be the overlap matrix of the atomic orbitals. The occupied orbitals are orthonormal within each spin: $C_\alpha^\dagger SC_\alpha=1$ and $C_\beta^\dagger SC_\beta=1$. Form the rectangular matrix and its decomposition

$$T=C_\alpha^\dagger SC_\beta=U\Sigma V^\dagger .$$

Here $U$ and $V$ are square unitary matrices, and $\Sigma$ carries the non-negative numbers $s_1,\dots,s_{N_\beta}$ on its diagonal. Define new orbitals as the columns of

$$A=C_\alpha U,\qquad B=C_\beta V .$$

Each set remains orthonormal, and their mutual overlap is

$$A^\dagger SB=U^\dagger TV=\Sigma,
\qquad\text{so}\qquad \langle a_i|b_j\rangle=s_i\delta_{ij}.$$

Each alpha orbital now overlaps with at most one beta orbital. If the original sets are rotated by $W_\alpha$ and $W_\beta$, then $T$ becomes $W_\alpha^\dagger TW_\beta$. The unitary factors are absorbed into $U$ and $V$, and $\Sigma$ stays the same.

The singular values also have a geometric meaning. The projection of $a_i$ on the occupied beta space is $s_ib_i$, of length $s_i$. A projection cannot be longer than the unit vector it comes from, so $s_i\le1$. For $N_\alpha=N_\beta$, any normalized occupied alpha orbital $\phi=\sum_i x_ia_i$ has a projection of squared length

$$\sum_i |x_i|^2s_i^2\ \ge\ s_{\min}^2 .$$

The pair with the smallest singular value thus contains the alpha direction least represented in the beta space. This is the property the frontier-orbital scheme was meant to capture.

## Why the occupations are $1\pm s$

The spin-summed one-particle density operator is

$$\rho=\sum_{i=1}^{N_\alpha}|a_i\rangle\langle a_i|+\sum_{i=1}^{N_\beta}|b_i\rangle\langle b_i| .$$

Its eigenvalues are the natural occupations. Orbitals from different pairs are orthogonal, so $\rho$ acts separately within each pair. Dropping the index,

$$\rho a=a+sb,\qquad \rho b=sa+b .$$

Adding and subtracting these equations gives

$$\rho(a+b)=(1+s)(a+b),\qquad \rho(a-b)=(1-s)(a-b).$$

The squared norm of $a\pm b$ is $1+1\pm2s$, so the normalized natural orbitals are

$$g=\frac{a+b}{\sqrt{2(1+s)}},\qquad u=\frac{a-b}{\sqrt{2(1-s)}} .$$

For a stretched single bond, $g$ is the bonding combination and $u$ the antibonding one. The magnetic orbitals follow by inversion:

$$a=cg+du,\quad b=cg-du,\qquad c^2=\frac{1+s}{2},\quad d^2=\frac{1-s}{2}.$$

If $N_\alpha>N_\beta$, the remaining alpha orbitals are orthogonal to every $b_j$. Hence $\rho a_k=a_k$, and each has occupation 1. Vectors orthogonal to both occupied sets have occupation 0. The sum is $2N_\beta+(N_\alpha-N_\beta)=N_\alpha+N_\beta$, the number of electrons.

Three special cases matter in use:

- At $s=1$ the orbitals coincide and $a-b$ is the zero vector. The pair supplies one orbital of occupation 2; the matching occupation 0 belongs to the empty space. Close to this limit, $u$ is a small difference divided by its small norm, so rounding errors grow.
- If two pairs share the same $s>0$, their $a$ orbitals and $b$ orbitals may be rotated together by one unitary matrix, because $W^\dagger(s\,1)W=s\,1$. A localization criterion must then choose the individual orbitals.
- At $s=0$ both occupations are 1, so the natural orbitals of even a single pair are not unique. If several pairs have $s=0$, their alpha and beta orbitals may be rotated independently, and the pairing is not unique either. Any unmatched alpha orbitals mix freely with the alpha partners of zero singular value.

## Verifying the occupations from the density

A useful verification diagonalizes the density without using $U$, $V$ or the singular values. Let $P=C_\alpha C_\alpha^\dagger+C_\beta C_\beta^\dagger$. If an orbital has coefficient vector $x$, then $\rho$ turns it into $PSx$. The natural orbitals therefore obey $PSx=nx$. With $y=S^{1/2}x$, multiplication from the left by $S^{1/2}$ gives

$$S^{1/2}PS^{1/2}y=ny .$$

This is an ordinary symmetric eigenvalue problem. Diagonalizing $P$ alone would be wrong, because the atomic orbitals are not orthonormal.

The complete scheme is to converge a broken-symmetry solution, examine its stability against orbital rotations, and decompose $T$. One then inspects the gap in $s$ and the location of the paired orbitals, and compares $1\pm s_i$ with the eigenvalues of $S^{1/2}PS^{1/2}$. Agreement confirms the pairing algebra. It does not show that the determinant is a good description of the molecule.

## What the singular values say about spin

The total spin follows from $S^2=S_-S_++S_z(S_z+1)$, in units of $\hbar^2$. Acting on the determinant, $S_+$ changes one beta electron in $b_j$ into an alpha electron. The part of $b_j$ already inside the occupied alpha space is removed by the Pauli principle. What survives is $b_j-s_ja_j$, with squared norm $1-2s_j^2+s_j^2=1-s_j^2$. Terms with different $j$ leave different beta orbitals empty and are orthogonal. With $M=(N_\alpha-N_\beta)/2$,

$$\langle S^2\rangle=M(M+1)+\sum_{j=1}^{N_\beta}(1-s_j^2).$$

This number is a sum over all pairs, so it cannot by itself say which orbitals carry the spin.

The spin density $D=|a\rangle\langle a|-|b\rangle\langle b|$ of one pair satisfies $Da=a-sb$ and $Db=sa-b$. Applying it twice gives

$$D^2a=(a-sb)-s(sa-b)=(1-s^2)a,$$

and likewise $D^2b=(1-s^2)b$. Since $D$ has zero trace, its eigenvalues are $\pm\sqrt{1-s^2}$. They vanish for a closed-shell pair and approach $\pm1$ for separated spins.

## Disilane with a stretched silicon–silicon bond

Disilane, Si$_2$H$_6$, is a precursor for silicon deposition. Stretching its Si–Si bond leads towards two silyl radicals. The calculation uses unrestricted Hartree–Fock with the def2-SVP basis, which gives 66 atomic orbitals for 17 alpha and 17 beta electrons. The Si–H length is fixed at 0.148 nm and the H–Si–Si angle at 110 degrees, in a staggered arrangement. The starting orbitals mix the highest occupied and lowest empty restricted orbitals with opposite signs for the two spins, and are then iterated to self-consistency.

| Si–Si (nm) | smallest $s$ | next $s$ | $\langle S^2\rangle$ |
|---|---|---|---|
| 0.235 | 1.000 | 1.000 | 0.000 |
| 0.380 | 0.454 | 0.999 | 0.800 |
| 0.450 | 0.199 | 0.999 | 0.967 |
| 0.550 | 0.056 | 0.999 | 1.004 |

At 0.235 nm, roughly the equilibrium length, the calculation returns to a closed shell and there is no magnetic pair. At the three longer distances one singular value stands far below the rest. A working threshold of $s<0.9$ selects one pair, and so would any threshold between 0.46 and 0.99. If a value fell close to the threshold, the label would be a matter of convention.

At 0.450 nm the magnetic singular value is 0.1989. The predicted occupations are

$$1+0.1989=1.1989,\qquad 1-0.1989=0.8011 .$$

Diagonalizing $S^{1/2}PS^{1/2}$ gives 1.1989 and 0.8011 for the same two orbitals. Over all 66 occupations the largest difference between the two routes is below $10^{-13}$, which is rounding error.

The location supports the magnetic interpretation. A Löwdin population sums the squared components of $S^{1/2}a$ on a chosen fragment. On the first silyl group it is 0.986 for the alpha orbital and 0.014 for the beta orbital. The spin-density eigenvalues of the pair are $\pm\sqrt{1-0.1989^2}=\pm0.980$.

The magnetic pair contributes $1-0.1989^2=0.960$ to $\langle S^2\rangle$, whose full value is 0.967. The missing 0.007 comes from slight spin polarization of the other 16 pairs. The same effect takes the value at 0.550 nm just above 1, which a single pair could not do.

In this molecule the frontier-orbital scheme nearly succeeds. The canonical alpha orbital of highest energy has a weight of 0.981 in the magnetic alpha orbital, and its overlap with its beta counterpart has magnitude 0.1984. That is slightly below the smallest singular value, without contradiction: the bound concerns the whole projection on the beta space, and one matrix element is only one component of it. The success depends on the energy ordering of this case, whereas the decomposition does not.

## How far the determinant can be trusted

The occupations $1\pm s$ belong to the determinant, which is not a pure spin state. For an isolated pair, expand the spatial product:

$$a(1)b(2)=c^2gg-d^2uu-cd\,(gu-ug),$$

where the first letter refers to electron 1. The last term is antisymmetric in space and belongs to the triplet. Its weight is $2c^2d^2=(1-s^2)/2$, or 0.48 at 0.450 nm. Removing it leaves the singlet $c^2gg-d^2uu$, whose squared norm is $c^4+d^4=(1+s^2)/2$. Each configuration places two electrons in one orbital, so

$$n_g=\frac{2c^4}{c^4+d^4}=\frac{(1+s)^2}{1+s^2}=1+\frac{2s}{1+s^2},
\qquad n_u=1-\frac{2s}{1+s^2}.$$

For $s=0.1989$ the shift is $0.3978/1.0396=0.383$, and the singlet occupations are 1.383 and 0.617. The determinant gives a smaller shift because it averages the singlet with a triplet component whose occupations are both 1.

A CASSCF calculation with two electrons in two orbitals, which optimizes the orbitals for a pure singlet, gives 1.396 and 0.604. It lacks most dynamic correlation and is not an exact reference. Here it lies much closer to the projected values than to $1\pm s$, so spin contamination accounts for most of the difference in occupations between the determinant and the CASSCF wave function.

Dynamic correlation matters as well. Coupled cluster with single and double excitations from the restricted determinant, in the same basis and with the silicon cores frozen, gives 1.567 and 0.423 for the singlet. This method is also approximate for so long a bond, but it indicates less diradical character than the CASSCF values do. Second-order perturbation theory built on the CASSCF function (NEVPT2) points the same way, but much more weakly. The occupation of the CASSCF antibonding orbital, found from the change in total energy when that orbital's energy is shifted slightly, falls only from 0.604 to 0.582 when the CASSCF orbitals are reoptimized under the shift, or to 0.577 when they are held fixed. The two methods agree on the direction of the correction but not on its size.

Changing the method to B3LYP, at the same geometry and basis, raises $s$ to about 0.38 and gives occupations of about 1.38 and 0.62. Their closeness to the singlet values does not make the B3LYP determinant a pure singlet. The pairing theorem holds for both determinants, but the value of $s$ depends strongly on the method that produced the orbitals.

The spin coupling can be estimated by mapping the two radicals on $H=-2J\,\mathbf S_1\cdot\mathbf S_2$, with two spins of one half. Since $2\mathbf S_1\cdot\mathbf S_2=S^2-3/2$, energies vary as $-J\langle S^2\rangle$, and

$$J=\frac{E_{\rm BS}-E_{\rm T}}{\langle S^2\rangle_{\rm T}-\langle S^2\rangle_{\rm BS}} .$$

The unrestricted triplet has $\langle S^2\rangle=2.007$, so the denominator is 1.040. The result is $J=-0.100$ eV, and the triplet lies $-2J=0.199$ eV above the singlet. The difference between a restricted open-shell triplet and the CASSCF singlet is 0.217 eV. The projected estimate is 8 per cent below this second value.

## The model beside the real precursor

The chosen bond lengths and angle near equilibrium are roughly those of disilane, and 800 K is a plausible temperature for thermal silicon deposition. The 0.450 nm separation is far from typical: it is nearly twice the equilibrium length and costs 2.45 eV at this level with frozen silyl groups, about 35 times $kT=0.0689$ eV. Breaking the Si–Si bond also competes with hydrogen-shift reactions that form silylene and silane, which together lie lower in energy than two silyl radicals. This cut alone is therefore not a model of thermal decomposition. A hot gas further breaks the assumption of a single spin state. With the 0.217 eV gap and three triplet components, thermal equilibrium at this fixed geometry gives

$$f_{\rm T}=\frac{3e^{-0.217/0.0689}}{1+3e^{-0.217/0.0689}}\approx0.11 .$$

The triplet has both occupations equal to 1, so the thermal average of the larger CASSCF occupation is about $1+0.89\times0.396=1.35$. With this gap, temperature moves it by about 0.05, while spin purity moves the Hartree–Fock value by about 0.2. The thermal estimate is rough, because $f_{\rm T}$ depends exponentially on a gap that lacks most dynamic correlation; NEVPT2 in the same basis moves the gap only to 0.214 eV and $f_{\rm T}$ to 0.12, but it is itself approximate. The last digits also depend on the basis. With the larger def2-TZVP basis at 0.450 nm, the Hartree–Fock $s$ falls from 0.199 to 0.197 and the larger CASSCF occupation rises from 1.396 to 1.398. The projected and CASSCF gaps become 0.197 and 0.220 eV, which widens their difference from 8 to about 10 per cent. In the same larger basis the Löwdin populations change from 0.986 and 0.014 to 0.982 and 0.018, the frontier-orbital weight from 0.981 to 0.980, and the frontier overlap from 0.198 to 0.196. The B3LYP values come from a coarse integration grid; a finer grid changes $s$ only from 0.3846 to 0.3845. Relaxation of the silyl groups and spin–orbit coupling are not estimated.

For this stretched precursor, the decomposition singles out one weakly overlapping pair at all three broken-symmetry distances. Its location on opposite silyl groups was checked at 0.450 nm. At 0.450 nm the Hartree–Fock values $1\pm s$ make the electrons appear more separated than they are in the spin-projected pair or the CASSCF singlet. Those two remove the spin contamination but not the lack of dynamic correlation, and the coupled-cluster and NEVPT2 occupations suggest that they still overstate the diradical character, by an amount that remains uncertain.
